# Fix-Heiberger reduction of a Gaussian eigenproblem with ill-conditioned overlap

## Definitions and conventions

Let $H$ and $S$ be real symmetric $n\times n$ matrices of a one-electron Hamiltonian and of the overlap in a nonorthogonal basis. We want the pairs $(\lambda,c)$ of

$$Hc=\lambda Sc,\qquad c^TSc=1 .$$

The overlap is positive definite, but its smallest eigenvalue $s_{\min}$ may be comparable to the errors in its entries. Levels are numbered upwards from $k=0$, $\|\cdot\|$ is the Euclidean norm of a vector or the spectral norm of a matrix, and the algebra is in atomic units.

The energy zero is chosen so that $H$ is positive definite. If it is not, subtract $\sigma Sc$ from both sides,

$$(H-\sigma S)c=(\lambda-\sigma)Sc ,$$

with $\sigma$ below the lowest level. The new matrix on the left is positive definite, because its levels $\lambda-\sigma$ are all positive.

The working case is an electron in a one-dimensional trap, $H=-\tfrac12\partial_x^2+\tfrac12\omega^2x^2$, with normalized Gaussians proportional to $e^{-(x-X_i)^2/2a^2}$. Put $D=X_i-X_j$ and $P=(X_i+X_j)/2$. The product of two basis functions is $S_{ij}$ times a normalized Gaussian density centred at $P$ with variance $a^2/2$, where $S_{ij}=e^{-D^2/4a^2}$. With $u=x-P$, the product of the two slopes contains $(x-X_i)(x-X_j)=u^2-D^2/4$, so

$$T_{ij}=\frac{1}{2a^4}\left(\frac{a^2}{2}-\frac{D^2}{4}\right)S_{ij}
=\frac{1}{4a^2}\left(1-\frac{D^2}{2a^2}\right)S_{ij},$$

$$V_{ij}=\tfrac12\omega^2\left(P^2+\frac{a^2}{2}\right)S_{ij}.$$

Both operators are positive, so no shift is needed. The parameters are round: level spacing 1 eV and $a=1.5$ angstrom. Basis 1 has 23 functions spaced by 1 angstrom. Its overlap eigenvalues run from $3.26\times10^{-8}$ to 5.14, a condition number of $1.6\times10^8$. Reference levels within each basis were computed in 50-digit arithmetic; the numerical results quoted are in the check's output or follow from it by simple arithmetic.

## Which pairs are sensitive to the overlap?

Change $S$ by $\delta S$ and keep $H$. For a nondegenerate level, the first-order part of the eigenvalue equation is

$$(H-\lambda S)\,\delta c=\delta\lambda\,Sc+\lambda\,\delta S\,c .$$

Multiplication by $c^T$ removes the left side, since $c^T(H-\lambda S)=0$. With $c^TSc=1$,

$$\delta\lambda=-\lambda\,c^T\delta S\,c,\qquad
|\delta\lambda|\le|\lambda|\,\|\delta S\|\,\|c\|^2 .$$

The squared coefficient norm is thus the amplification factor. From $1=c^TSc\ge s_{\min}\|c\|^2$ it cannot exceed $1/s_{\min}$, but it can be far smaller. In basis 1 it is 0.22 for the ground state, 1.9 for level 5 and $2.9\times10^7$ for the top level. A large condition number therefore does not by itself make the low levels sensitive.

For noise of norm $\eta=2\times10^{-7}$, the product $\eta\|c\|^2$ is $4.5\times10^{-8}$ for the ground state and 5.8 for the top level. These are upper limits of the relative change to first order. In the second case the limit exceeds one, so first-order theory can no longer be relied on for noise of this size.

## What goes wrong with plain Cholesky reduction

The direct method factorizes $S=LL^T$ and sets $z=L^Tc$. Multiplying $HL^{-T}z=\lambda Lz$ by $L^{-1}$ gives

$$L^{-1}HL^{-T}z=\lambda z .$$

This treats every direction of the stored overlap as trustworthy. Let $v$ be a unit eigenvector of $S$ with small eigenvalue $s$, let $h=v^THv$, and let noise contribute $\beta=v^T\delta S\,v$. The Rayleigh quotient along $v$ changes as

$$\frac{h}{s}\;\longrightarrow\;\frac{h}{s+\beta}.$$

If $s+\beta<0$, the perturbed overlap is indefinite and has no real Cholesky factor. If $\beta$ is positive and several times larger than $s$, the factorization may succeed, but the quotient falls by the factor $1+\beta/s$, and a high-energy direction can appear at low energy.

The second case can be made quantitative for $\delta S=\beta vv^T$. The inverse levels are the eigenvalues of $H^{-1}S$, so their sum is a trace:

$$\sum_k\frac1{\lambda'_k}-\sum_k\frac1{\lambda_k}
=\mathrm{tr}(H^{-1}\delta S)=\beta\,v^TH^{-1}v\ge\frac{\beta}{h}.$$

The last step is the Cauchy-Schwarz inequality $1=(v^Tv)^2\le(v^THv)(v^TH^{-1}v)$. The spectrum has to absorb this increase by moving down.

For the weakest vector of basis 1, $h/s=30.03$ eV, hence $h=30.03\times3.261\times10^{-8}=9.79\times10^{-7}$ eV. Raising $s$ by $\beta=2\times10^{-7}$ gives

$$\frac{9.79\times10^{-7}}{2.326\times10^{-7}}\ \text{eV}=4.21\ \text{eV}.$$

Cholesky reduction then finds seven levels below 6 eV instead of six. The intruder lies at 4.17 eV, between the genuine levels at 3.5 and 4.5 eV; it differs slightly from the quotient because $v$ is not an eigenvector of the pencil. Lowering $s$ by the same amount makes the factorization fail.

## Separating the weak directions

The remedy begins with $S=V_1D_1V_1^T+V_2EV_2^T$, where $D_1$ holds the $n_1$ eigenvalues above a threshold $\tau$ and $E$ the others. Define

$$W=V_1D_1^{-1/2},\qquad c=Wy+V_2q .$$

Then $W^TSW=1$, $W^TSV_2=0$ and $V_2^TSV_2=E$. With $A_{11}=W^THW$, $A_{12}=W^THV_2$ and $A_{22}=V_2^THV_2$, the eigenproblem becomes

$$A_{11}y+A_{12}q=\lambda y,\qquad A_{12}^Ty+A_{22}q=\lambda Eq .$$

No division by a small overlap eigenvalue has occurred. One could now delete $V_2$ and diagonalize $A_{11}$, but this discards the coupling $A_{12}$, which is known from $H$. Where $A_{22}-\lambda E$ is invertible, the second equation gives $q$, and the first becomes

$$\left[A_{11}-A_{12}(A_{22}-\lambda E)^{-1}A_{12}^T\right]y=\lambda y .$$

This is still exact. The unreliable quantity $E$ enters in one place, beside $A_{22}$. The Fix-Heiberger reduction sets it to zero:

$$F=A_{11}-A_{12}A_{22}^{-1}A_{12}^T,\qquad Fy=\tilde\lambda y,\qquad
c=Wy-V_2A_{22}^{-1}A_{12}^Ty .$$

These are the finite pairs of the pencil $(H,\tilde S)$ with $\tilde S=V_1D_1V_1^T$, and $\|S-\tilde S\|\le\tau$. The other $n_2$ eigenvalues have gone to infinity, as $\tilde S$ has no weight on $V_2$.

The approximation needs $\lambda E$ to be small against $A_{22}$; it does not need $A_{22}$ to be large. In a Gaussian basis both are small on a nearly dependent combination, and their ratio, an energy, matters. Take one weak direction, normalized to unit overlap, with energy $\mu$ and weak coupling $g$ to a state at $\lambda<\mu$. To order $g^2$, the level errors are

$$\text{deletion: }\frac{g^2}{\mu-\lambda},\qquad
\text{Fix-Heiberger: }g^2\left(\frac1{\mu-\lambda}-\frac1\mu\right)=\frac{\lambda}{\mu}\,\frac{g^2}{\mu-\lambda}.$$

Folding thus multiplies the deletion error by the factor $\lambda/\mu<1$. For level 5 of basis 1, with $\tau=2\times10^{-5}$ and four weak vectors, the errors are $5.4\times10^{-7}$ eV after deletion and $1.3\times10^{-7}$ eV after folding. Their ratio 0.24 corresponds to $\mu\approx23$ eV. Here deletion is already accurate, and the gain is modest.

## Bounds, and the role of the energy zero

Since $H$ is positive definite, the inverse levels $1/\lambda_k$ are the min-max values of $x^TSx/x^THx$. Replacing $S$ by $\tilde S$ subtracts the positive semidefinite matrix $V_2EV_2^T$, so no inverse level can rise. Also, $F$ is $A_{11}$ minus a positive semidefinite matrix. Hence, for $k<n_1$,

$$\lambda_k\le\tilde\lambda_k\le\lambda_k(A_{11}).$$

Weyl's inequality limits the change of each inverse level by the largest value of the subtracted quotient:

$$0\le\frac1{\lambda_k}-\frac1{\tilde\lambda_k}\le\frac1\kappa,\qquad
\frac1\kappa=\max_x\frac{x^TV_2EV_2^Tx}{x^THx}.$$

With $R=V_2E^{1/2}$, the maximum is the largest eigenvalue of $H^{-1/2}RR^TH^{-1/2}$. This matrix has the same nonzero eigenvalues as $R^TH^{-1}R$, which is only $n_2\times n_2$. Solving for the true level gives

$$\frac{\tilde\lambda_k}{1+\tilde\lambda_k/\kappa}\le\lambda_k\le\tilde\lambda_k .$$

In basis 1, $\kappa=22.4$ eV. The ground level is thereby confined between 0.489 and 0.500 eV, whereas its actual error is $6.7\times10^{-16}$ eV. The bound is safe but pessimistic, because it does not know how little of the state lies in $V_2$.

The sensitivity formula supplies that information. Inserting $\delta S=-V_2EV_2^T$, and allowing for a shift, gives to first order

$$\tilde\lambda-\lambda\simeq(\lambda-\sigma)\,w,\qquad w=c^TV_2EV_2^Tc .$$

Here $w$ is the part of the norm carried by the weak directions. In the one-direction model above, $w=g^2/(\mu-\lambda)^2$ to order $g^2$, so the unshifted estimate $\lambda w$ exceeds the actual error by the factor $\mu/(\mu-\lambda)$. It is therefore quantitative only for levels well below $\mu$. For the ground state $w=1.37\times10^{-15}$, so the unshifted estimate is $0.5\times1.37\times10^{-15}=6.9\times10^{-16}$ eV, within about 2 percent of the actual error. A shift 0.01 eV below the level reduces the error to $1.37\times10^{-17}$ eV, in agreement with the formula.

The shifted matrix must be $H-\sigma S$ with the full overlap. Using $\tilde S$ there as well would merely relabel the levels of $(H,\tilde S)$ and leave the error unchanged. If $S$ is noisy, however, the shift brings an error of up to $|\sigma|\eta$ into $A_{22}$, where the entries are small. The inversion is safe if this error is small beside the eigenvalues of $A_{22}$ that are inverted; a larger error can make $A_{22}$ nearly singular or indefinite.

Retention does not certify accuracy. The highest retained level is 20.98 eV, against 20.82 eV for the true level of the same index. That true level has $\|c\|^2=5.2\times10^5$, so an overlap known only to within $\eta$ leaves it uncertain by up to about 10 percent to first order, whatever reduction is used. The threshold separates directions of $S$; it does not certify individual pairs.

## When truncation stops the intruder

In practice the split is made with the noisy overlap $S'=S+\delta S$, $\|\delta S\|\le\eta$, whose eigenvectors $v'_i$ differ from the true ones. How much of the weak vector $v$ leaks into the retained space? Multiplying $(S+\delta S)v'_i=s'_iv'_i$ by $v^T$ gives

$$v^Tv'_i=\frac{v^T\delta S\,v'_i}{s'_i-s}.$$

The overlap assigned to $v$ after truncation is therefore

$$v^T\tilde S'v=\sum_{s'_i>\tau}s'_i\,(v^Tv'_i)^2
\le\frac{\tau}{(\tau-s)^2}\,\eta^2\simeq\frac{\eta^2}{\tau}\qquad(s\ll\tau).$$

The inequality uses two facts: $s'/(s'-s)^2$ decreases for $s'>s$, and the squares of $v^T\delta S\,v'_i$ sum to at most $\|\delta S\,v\|^2\le\eta^2$. The noise now enters in second order. For basis 1, $\eta^2/\tau=2\times10^{-9}$, so the quotient along $v$ is at least about

$$\frac{9.79\times10^{-7}}{2\times10^{-9}}\ \text{eV}\approx490\ \text{eV},$$

instead of the 4.21 eV that Cholesky reduction could see. The useful condition is $\eta^2/\tau\ll h/\lambda$ for the wanted levels, together with $\tau>s+\eta$. It must hold for every weak direction that the folding can reach. Where $h$ is far below $\lambda\eta^2/\tau$, as in a basis much denser than basis 1 under the same noise, the noisy weak vectors contain enough of the retained directions to give $A_{22}$ eigenvalues of order $\mu\eta^2/\tau$, with $\mu$ the energy of the directions just above the threshold. Folding them in lets $c$ reproduce $v$, with energy $h$ and assigned norm up to $\eta^2/\tau$, and the reduction itself then produces a spurious level near zero. Deletion is immune: on the retained space $x^TS'x\ge\tau\|x\|^2$, hence $x^TSx\ge(1-\eta/\tau)\,x^TS'x$, and its levels cannot fall below $(1-\eta/\tau)\lambda_k$. A larger $\tau$ reduces this leakage but increases the truncation error, so the two requirements compete. Truncation does not remove the ordinary first-order shift $-\lambda c^T\delta S\,c$ of the low levels.

## When $A_{22}$ is singular

The inverse of $A_{22}$ may not exist. Diagonalize $A_{22}$, keep its nonzero part in the folding, and call the null part 3, with vector $z$ and coupling $A_{13}$. For a general symmetric pencil, the equations are

$$Fy+A_{13}z=\lambda y,\qquad A_{13}^Ty=0 .$$

The second is a constraint. If $A_{13}$ has full column rank $n_3\le n_1$, write

$$A_{13}=(Q_1\;Q_2)\begin{pmatrix}R_3\\0\end{pmatrix},\qquad y=Q_2u .$$

Because $Q_2^TA_{13}=0$, projection of the first equation gives

$$Q_2^TFQ_2u=\lambda u,\qquad R_3z=Q_1^T(\lambda y-Fy),$$

with $n_1-n_3$ finite levels. If $A_{13}$ lacks full column rank, some vector is annihilated by both $H$ and $\tilde S$. The determinant then vanishes for every $\lambda$, and that vector must be removed first. A five-dimensional test pencil with blocks 3, 1 and 1 has two finite levels, $-0.0525$ and $0.7320$, equal to the roots of its symbolic determinant.

For positive definite $H$ this branch is a trap. Positivity requires

$$(y^TA_{13}z)^2\le(y^TA_{11}y)(z^TA_{33}z).$$

An exactly vanishing $A_{33}$ would force $A_{13}=0$. If $A_{33}$ is merely tiny, of order $\epsilon$, the coupling may be of order $\sqrt\epsilon$, which looks large beside it. Declaring $A_{33}$ zero while keeping $A_{13}$ then imposes a constraint that the physical problem does not contain. Such directions should be discarded: this is an ordinary reduction of the basis, and imposing constraints on the same $F$ can only raise its ordered levels further.

## The resulting scheme

1. Diagonalize $S$ and split at $\tau$, well above the noise $\eta$ in $S$. A value just above $\eta$ is not enough: in basis 1 the raised eigenvalue $2.326\times10^{-7}$ would pass a threshold of $2.1\times10^{-7}$, and the intruder would stay.
2. Form $A_{11}$, $A_{12}$ and $A_{22}$, and diagonalize $A_{22}$.
3. Fold in the directions whose $A_{22}$ eigenvalues exceed the noise in $H$ and are also large against the leakage $\mu\eta^2/\tau$ caused by the noise in $S$. For positive definite $H$, discard the rest; for a general pencil with a true null block, apply the constraint.
4. Diagonalize $F$, rebuild $c$, and inspect $\|c\|^2$. A large value is a warning, but a moderate one does not certify a high level: where $\lambda E$ is not small against $A_{22}$, setting $E$ to zero can make the weak components of $c$ too small. The estimate $w$ also requires a reliable $E$ and does not see discarded directions.

The cost is cubic in $n$, as for Cholesky reduction, with additional diagonalizations of $S$ and of the smaller block $A_{22}$.

## Comparison under noise

In basis 1, 400 random perturbations of norm $2\times10^{-7}$ were applied to $S$, with $H$ unchanged. Cholesky factorization failed in 64 of them; Fix-Heiberger gave the six lowest levels each time. Its worst error was $1.1\times10^{-8}$ eV for the ground level and $1.0\times10^{-6}$ eV for level 5. The first-order limits $\lambda\eta\|c\|^2$ are $2.2\times10^{-8}$ and $2.1\times10^{-6}$ eV.

Where Cholesky succeeded, its worst errors were practically the same. No intruder reached the six lowest levels. By the quotient estimate, an intruder at 5.5 eV needs $\beta=(30.03/5.5-1)s\approx1.5\times10^{-7}$, nearly three quarters of the full noise norm concentrated on one vector. For these six levels and this noise, the benefit of the reduction is that it does not break down, not that it improves the successful cases. This benefit comes from the truncation and is shared by plain deletion, which does not factorize the noisy overlap either. Higher levels, which an intruder can reach more easily, are not included in this comparison.

Basis 2 has 33 functions spaced by 0.6 angstrom. Its smallest overlap eigenvalue lies between $1.6\times10^{-19}$ and $1.2\times10^{-18}$, well below the rounding level of $S$, $1.9\times10^{-15}$. Nevertheless, Cholesky factorization of the stored matrix succeeded in the run quoted here. The six lowest levels it yielded were $-0.29$, 0.50, 1.50, 2.50, 2.97 and 3.50 eV: the genuine sequence with two intruders. The negative one cannot belong to the true pencil, whose matrices are both positive definite. Along the weakest directions, the true numerator and denominator of the Rayleigh quotient lie below the rounding levels of $H$ and $S$, so the computed quotient is meaningless. Both the success of the factorization and the energies of the intruders can change with the order of the basis functions or the rounding of the matrix elements.

Among 200 perturbations of $S$ of rounding size, Cholesky failed 172 times, and the successes included errors of 2.0 eV in the four lowest levels. Neither failure nor success is therefore guaranteed, and success proves nothing about accuracy.

Fix-Heiberger with $\tau=10^{-8}$ and an $A_{22}$ threshold of $2.7\times10^{-11}$ eV retained 22 directions, folded in 5 and discarded 6. Its worst error in the four lowest levels was $2.8\times10^{-8}$ eV over all 200 perturbations. Turning the six discarded directions into constraints left 16 levels instead of 22 and raised the error of level 5 from $4.8\times10^{-6}$ to about $10^{-3}$ eV. The low levels survive this mistake at moderate accuracy, but six states have been lost from the retained space.

## Computed values

```
hbar^2/2m = 3.809982 eV angstrom^2
trap spacing = 1.0 eV, Gaussian width = 1.5 angstrom
basis 1: 23 functions, spacing 1.0 angstrom
overlap eigenvalues, 6 smallest: 3.261e-08 2.823e-07 1.658e-06 7.836e-06 3.185e-05 1.151e-04
largest overlap eigenvalue = 5.1396
condition number of S = 1.576e+08
reference levels 0-5 (eV): 0.500000 1.500000 2.500000 3.500000 4.500000 5.500001
basis error of levels 0-5 (eV): 3.719e-14 3.152e-12 1.054e-10 2.703e-09 4.117e-08 5.665e-07
top 5 reference levels (eV): 20.820 22.811 24.886 27.460 30.454
|c|^2 of levels 0-5: 2.240e-01 3.179e-01 4.708e-01 7.240e-01 1.162e+00 1.904e+00
|c|^2 of top 5 levels: 5.238e+05 2.016e+05 1.366e+06 3.361e+06 2.912e+07
noise norm = 2.0e-07, threshold tau = 2.0e-05
noise*|c|^2, level 0 and top: 4.480e-08 5.823e+00
block sizes n1, n2, n3 = 19, 4, 0
kappa = 22.3635 eV
FH error, no noise, levels 0-5 (eV): 6.723e-16 2.312e-13 8.983e-12 4.365e-10 5.877e-09 1.299e-07
error with V2 deleted, levels 0-5 (eV): 3.175e-14 3.529e-12 8.888e-11 2.849e-09 3.225e-08 5.389e-07
top retained FH level = 20.982 eV, true level of same index = 20.820 eV
V2 weight of ground state = 1.372e-15
ground FH error, shift 0.01 eV below level = 1.372e-17 eV
first-order prediction of that error = 1.372e-17 eV
weak vector: Rayleigh quotient before = 30.029 eV, after = 4.2096 eV
levels below 6.0 eV: reference 6, Cholesky 7, FH 6
Cholesky levels 0-6 after raising S (eV): 0.5000 1.5000 2.5000 3.5000 4.1731 4.5000 5.5000
FH levels 0-5 after raising S (eV): 0.500000 1.500000 2.500000 3.500000 4.500000 5.500001
Cholesky with S lowered along weak vector fails: True
random trials = 400, Cholesky failures = 64
worst Cholesky error, successful trials, levels 0-5 (eV): 1.141e-08 4.809e-08 1.316e-07 2.513e-07 5.110e-07 1.078e-06
worst FH error, all trials, levels 0-5 (eV): 1.141e-08 4.811e-08 1.315e-07 2.520e-07 5.163e-07 1.016e-06
worst ground-state infidelity 1-|overlap| of FH = 4.682e-12
test pencil roots (dimensionless): -0.052541 0.732028
test pencil FH values (dimensionless): -0.052541 0.732028
basis 2: 33 functions, spacing 0.6 angstrom
basis 2: smallest overlap eigenvalue between 1.634e-19 and 1.193e-18
basis 2: rounding level of S = 1.882e-15
basis 2: Cholesky on stored S succeeds: True
basis 2: its error, levels 0-5 (eV): -7.934e-01 -1.000e+00 -1.000e+00 -1.000e+00 -1.530e+00 -2.000e+00
basis 2: rounding-size trials = 200, Cholesky failures = 172
basis 2: worst Cholesky error, successes, levels 0-3 = 2.000e+00 eV
basis 2: worst FH error, all trials, levels 0-3 = 2.829e-08 eV
basis 2: tau = 1.0e-08, A22 threshold = 2.677e-11 eV
basis 2: n1, n2, n3 = 22, 5, 6
basis 2: reference levels 0-5 (eV): 0.500000 1.500000 2.500000 3.500000 4.500000 5.500001
basis 2: FH error with discard, levels 0-5 (eV): 3.817e-13 3.714e-11 1.343e-09 2.829e-08 4.986e-07 4.845e-06
basis 2: levels kept with discard 22, with constraints 16
basis 2: error with constraints, lowest levels (eV): 3.398e-09 6.796e-07 1.874e-06 1.480e-05 1.712e-04 1.375e-03
```
